# How Flat, Coherent Free-Standing Layers Share Their Misfit Strain: a program that tests the result

```python
"""
Result under test: two coherent, flat, load-free materials share their misfit f as
    strain_1 = f*k2/(k1+k2),   strain_2 = -f*k1/(k1+k2),   k = M*h,
where M is the biaxial modulus, h the total relaxed thickness of a material,
f = (a2-a1)/a1 and a the relaxed in-plane lattice parameter; tension is positive.
Also tested: the law for three materials, the stored energy, finite misfit,
and the curvature and reduced strains of a bilayer that is free to bend.
Units inside the program: nm and GPa, so that GPa*nm = N/m = J/m^2.
Material 1 is MgO and material 2 is FeO, with rough typical constants.
"""
import numpy as np
from scipy.constants import e as electron_charge
from scipy.optimize import minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

# Rough elastic constants C11, C12, C44 (GPa) and lattice parameters (nm)
MGO = (300.0, 95.0, 150.0)
FEO = (220.0, 120.0, 45.0)
a1, a2 = 0.42, 0.43
cap, core = 3.0, 2.0
h1, h2 = 2 * cap, core
f = (a2 - a1) / a1


def biaxial_modulus(c):
    return c[0] + c[1] - 2 * c[1]**2 / c[0]


def modulus_from_compliance(c):
    """Apply equal in-plane stresses with free faces and read off the strain."""
    stiffness = np.zeros((6, 6))
    stiffness[:3, :3] = c[1]
    stiffness[range(3), range(3)] = c[0]
    stiffness[range(3, 6), range(3, 6)] = c[2]
    strain = np.linalg.solve(stiffness, np.array([1.0, 1, 0, 0, 0, 0]))
    assert abs(strain[2] / strain[0] + 2 * c[1] / c[0]) < 1e-12
    return 1 / strain[0]


def minimize_stack(layers):
    """Minimize elastic energy over common x and y strains and each z strain.
    Each layer is (constants, thickness, free strain)."""
    n = len(layers)
    matrix, load = np.zeros((n + 2, n + 2)), np.zeros(n + 2)
    maps = []
    for i, (c, h, m) in enumerate(layers):
        pick = np.zeros((3, n + 2))
        pick[0, 0] = pick[1, 1] = pick[2, 2 + i] = 1
        normal = np.full((3, 3), c[1]) + (c[0] - c[1]) * np.eye(3)
        matrix += h * pick.T @ normal @ pick
        load += h * pick.T @ normal @ np.full(3, m)
        maps.append((pick, normal))
    x = np.linalg.solve(matrix, load)
    energies = []
    for (pick, normal), (c, h, m) in zip(maps, layers):
        s = pick @ x - m
        energies.append(0.5 * h * s @ normal @ s)
    free = np.array([layer[2] for layer in layers])
    assert abs(x[0] - x[1]) < 1e-12
    return x[0] - free, np.array(energies)


def finite_element_strip(rows, nx, d):
    """Plane section of a strip with all edges free; square elements of side d.
    rows lists (constants, free strain) from bottom to top. The misfit acts only
    in the plane of the section. Returns total x strain at element centres."""
    nz = len(rows)
    ix, iz = np.meshgrid(np.arange(nx), np.arange(nz), indexing="ij")
    ix, iz = ix.ravel(), iz.ravel()
    corner = ix * (nz + 1) + iz
    nodes = np.stack([corner, corner + nz + 1, corner + nz + 2, corner + 1], 1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], 2).reshape(-1, 8)
    row_k, row_f = [], []
    gauss = [0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)]
    for c, m in rows:
        plane = np.array([[c[0], c[1], 0], [c[1], c[0], 0], [0, 0, c[2]]])
        ke, fe = np.zeros((8, 8)), np.zeros(8)
        for s in gauss:
            for t in gauss:
                dx = np.array([-(1 - t), 1 - t, t, -t]) / d
                dz = np.array([-(1 - s), -s, s, 1 - s]) / d
                b = np.zeros((3, 8))
                b[0, 0::2], b[1, 1::2] = dx, dz
                b[2, 0::2], b[2, 1::2] = dz, dx
                ke += b.T @ plane @ b * d * d / 4
                fe += b.T @ plane @ np.array([m, m, 0]) * d * d / 4
        row_k.append(ke)
        row_f.append(fe)
    size = 2 * (nx + 1) * (nz + 1)
    values = np.array(row_k)[iz]
    i = np.repeat(dofs, 8, axis=1).ravel()
    j = np.tile(dofs, (1, 8)).ravel()
    stiffness = coo_matrix((values.ravel(), (i, j)), shape=(size, size)).tocsr()
    force = np.zeros(size)
    np.add.at(force, dofs.ravel(), np.array(row_f)[iz].ravel())
    # Three pins remove rigid motion only
    bottom = (nx // 2) * (nz + 1)
    pins = [2 * bottom, 2 * bottom + 1, 2 * (bottom + nz)]
    free = np.setdiff1d(np.arange(size), pins)
    u = np.zeros(size)
    u[free] = spsolve(stiffness[free][:, free].tocsc(), force[free])
    ux = u[0::2].reshape(nx + 1, nz + 1)
    stretch = (ux[1:] - ux[:-1]) / d
    return 0.5 * (stretch[:, 1:] + stretch[:, :-1])


def bilayer_curvature(p1, t1, p2, t2, misfit):
    q1, q2 = p1 * t1, p2 * t2
    bottom = (p1 * t1**2)**2 + (p2 * t2**2)**2
    bottom += 2 * q1 * q2 * (2 * t1**2 + 2 * t2**2 + 3 * t1 * t2)
    return 6 * misfit * q1 * q2 * (t1 + t2) / bottom


# Biaxial moduli
M1, M2 = biaxial_modulus(MGO), biaxial_modulus(FEO)
for c, M in ((MGO, M1), (FEO, M2)):
    assert abs(modulus_from_compliance(c) / M - 1) < 1e-12

# Division of misfit and energy in the symmetric trilayer
k1, k2 = M1 * h1, M2 * h2
K = k1 + k2
strain1, strain2 = f * k2 / K, -f * k1 / K
energy = f**2 * k1 * k2 / K
found, parts = minimize_stack([(MGO, cap, 0), (FEO, core, f), (MGO, cap, 0)])
assert np.allclose(found, [strain1, strain2, strain1], rtol=1e-10, atol=0)
assert abs(parts.sum() / energy - 1) < 1e-10
assert abs((parts[0] + parts[2]) / parts[1] / (k2 / k1) - 1) < 1e-10

# Three materials: weighted-mean law, and failure of the inverse rule
OTHER = (150.0, 60.0, 50.0)
trio = [(MGO, 2.0, 0.0), (FEO, 3.0, 0.01), (OTHER, 5.0, 0.025)]
weights = np.array([biaxial_modulus(c) * h for c, h, m in trio])
frees = np.array([m for c, h, m in trio])
assert np.allclose(minimize_stack(trio)[0],
                   weights @ frees / weights.sum() - frees, rtol=1e-9, atol=1e-13)
equal_k, _ = minimize_stack([(MGO, 1.0, m) for m in (0.0, 0.01, 0.02)])
assert abs(equal_k[1]) < 1e-12 and abs(equal_k[0]) > 0.005


# Finite misfit: energy of one column of cells, with optional softening q
def common_lattice(q):
    def column_energy(a):
        total = 0.0
        for k, a0 in ((k1, a1), (k2, a2)):
            s = (a - a0) / a0
            total += k * a0**2 * (s**2 - 2 * q * s**3 / 3)
        return total
    return minimize_scalar(column_energy, bounds=(a1, a2), method="bounded",
                           options={"xatol": 1e-12}).x


a_common = common_lattice(0.0)
finite1, finite2 = a_common / a1 - 1, a_common / a2 - 1
assert abs(a_common - (k1 * a1 + k2 * a2) / K) < 1e-8
assert abs(finite1 / strain1 - 1) < 1e-4
assert abs(finite2 * (1 + f) / strain2 - 1) < 1e-4

# Finite elements: plane-section moduli replace the biaxial ones
P1, P2 = (c[0] - c[1]**2 / c[0] for c in (MGO, FEO))
d, nx = 0.5, 160
n_cap, n_core = round(cap / d), round(core / d)
z = (np.arange(2 * n_cap + n_core) + 0.5) * d
tri = finite_element_strip([(MGO, 0)] * n_cap + [(FEO, f)] * n_core
                           + [(MGO, 0)] * n_cap, nx, d)
middle = tri[nx // 2 - 1:nx // 2 + 1].mean(axis=0)
plane_strain1 = f * P2 * h2 / (P1 * h1 + P2 * h2)
assert np.max(np.abs(middle / plane_strain1 - 1)) < 2e-3
tri_slope = np.polyfit(z, middle, 1)[0]
core_strain = tri[:, n_cap:n_cap + n_core].mean(axis=1) - f
deviation = np.abs(core_strain[:nx // 2] / core_strain[nx // 2] - 1)
edge_zone = (np.max(np.nonzero(deviation > 0.05)[0]) + 1) * d

bi = finite_element_strip([(MGO, 0)] * (2 * n_cap) + [(FEO, f)] * n_core, nx, d)
middle_bi = bi[nx // 2 - 1:nx // 2 + 1].mean(axis=0)
fe_curvature = np.polyfit(z, middle_bi, 1)[0]
plane_curvature = bilayer_curvature(P1, h1, P2, h2, f)
assert abs(fe_curvature / plane_curvature - 1) < 0.01  # mesh error (d/h)^2
assert abs(tri_slope) < 1e-4 * plane_curvature
fe_mean1 = middle_bi[:2 * n_cap].mean()
fe_mean2 = middle_bi[2 * n_cap:].mean() - f
plane_left = f - plane_curvature * (h1 + h2) / 2
plane_K = P1 * h1 + P2 * h2
assert abs(fe_mean1 / (plane_left * P2 * h2 / plane_K) - 1) < 0.02
assert abs(fe_mean2 / (-plane_left * P1 * h1 / plane_K) - 1) < 0.02

# Released bilayer with the biaxial moduli
curvature = bilayer_curvature(M1, h1, M2, h2, f)
misfit_left = f - curvature * (h1 + h2) / 2
layer_force = f * k1 * k2 / K
couple = layer_force * (h1 + h2) / 2

# Sizes of neglected effects, from assumed round inputs
surface_stress = 1.0          # N/m on each face
surface_shift = -2 * surface_stress / K
softening = 5.0               # stress = M*strain*(1 - softening*strain)
soft1 = common_lattice(softening) / a1 - 1
expansion_gap, heating = 2e-6, 300.0
thermal_misfit = expansion_gap * heating
lattice_doubt = 0.002         # nm
misfit_doubt = lattice_doubt / a1
burgers = a2 / np.sqrt(2)
poisson = 0.25
shear = 0.25 * (MGO[0] - MGO[1] + FEO[0] - FEO[1])
drive = M2 * abs(strain2) * h2 * a2 / 2
cost = shear * burgers**2 / (2 * np.pi * (1 - poisson))
cost *= np.log(np.sqrt(2) * h2 / burgers)
assert drive < cost

to_ev = 1e-18 / electron_charge   # J/m^2 to eV/nm^2
print("INPUTS (rough typical values)")
print(f"MgO C11, C12, C44: {MGO[0]:.0f}, {MGO[1]:.0f}, {MGO[2]:.0f} GPa")
print(f"FeO C11, C12, C44: {FEO[0]:.0f}, {FEO[1]:.0f}, {FEO[2]:.0f} GPa")
print(f"lattice parameters MgO, FeO: {a1:.2f}, {a2:.2f} nm")
print(f"thickness MgO/FeO/MgO: {cap:.0f}/{core:.0f}/{cap:.0f} nm")
print("FLAT TRILAYER")
print(f"misfit f: {f:.5f}")
print(f"biaxial modulus MgO, FeO: {M1:.1f}, {M2:.1f} GPa")
print(f"k = M*h, MgO total, FeO: {k1:.1f}, {k2:.1f} N/m")
print(f"strain MgO, FeO: {strain1:.5f}, {strain2:.5f}")
print(f"stress MgO, FeO: {M1*strain1:.2f}, {M2*strain2:.2f} GPa")
print(f"force per width in each material: {layer_force:.2f} N/m")
print(f"energy per area: {energy*to_ev:.3f} eV/nm^2")
print(f"same energy converted: {energy:.4f} J/m^2")
print(f"share of energy in FeO: {parts[1]/parts.sum():.3f}")
print(f"common lattice parameter: {a_common:.5f} nm")
print(f"finite-misfit strain MgO, FeO: {finite1:.5f}, {finite2:.5f}")
print("THREE MATERIALS, equal k, free strains 0, 0.01, 0.02")
print("strains: " + ", ".join(f"{s + 0.0:.4f}" for s in np.round(equal_k, 10)))
print("BILAYER MgO/FeO, same amounts")
print(f"thickness: {h1:.0f}/{h2:.0f} nm")
print(f"couple per width to hold it flat: {couple:.1f} nN")
print(f"curvature on release: {curvature:.5f} 1/nm")
print(f"radius on release: {1/curvature:.0f} nm")
print(f"misfit left to share: {misfit_left:.5f}")
print(f"mean strain MgO: {misfit_left*k2/K:.5f}")
print(f"mean strain FeO: {-misfit_left*k1/K:.5f}")
print("FINITE ELEMENTS, plane section, free edges")
print(f"strip length, element side: {nx*d:.0f}, {d:.1f} nm")
print(f"plane modulus MgO, FeO: {P1:.1f}, {P2:.1f} GPa")
print(f"trilayer MgO strain, found: {middle[:n_cap].mean():.6f}")
print(f"trilayer MgO strain, rule: {plane_strain1:.6f}")
print(f"bilayer curvature, found: {fe_curvature:.6f} 1/nm")
print(f"bilayer curvature, formula: {plane_curvature:.6f} 1/nm")
print(f"edge zone (FeO mean strain off by >5%): {edge_zone:.1f} nm")
print("NEGLECTED EFFECTS (assumed round inputs)")
print(f"surface stress per face: {surface_stress:.1f} N/m")
print(f"strain shift from it, all layers: {surface_shift:.5f}")
print(f"softening coefficient: {softening:.0f}")
print(f"MgO strain with softening: {soft1:.5f}")
print(f"expansion gap: {expansion_gap:.0e} 1/K over {heating:.0f} K")
print(f"misfit change from it: {thermal_misfit:.5f}")
print(f"FeO lattice parameter doubt: {lattice_doubt:.3f} nm")
print(f"misfit change from it: {misfit_doubt:.5f}")
print(f"dislocation: Burgers length {burgers:.3f} nm")
print(f"shear modulus {shear:.1f} GPa, Poisson ratio {poisson:.2f}")
print(f"pair energy gain per length: {drive*1e-9*to_ev*1e9:.1f} eV/nm")
print(f"pair energy cost per length: {cost*1e-9*to_ev*1e9:.1f} eV/nm")
print(f"gain/cost: {drive/cost:.2f}")
print("checks complete")
```

It prints:

```
INPUTS (rough typical values)
MgO C11, C12, C44: 300, 95, 150 GPa
FeO C11, C12, C44: 220, 120, 45 GPa
lattice parameters MgO, FeO: 0.42, 0.43 nm
thickness MgO/FeO/MgO: 3/2/3 nm
FLAT TRILAYER
misfit f: 0.02381
biaxial modulus MgO, FeO: 334.8, 209.1 GPa
k = M*h, MgO total, FeO: 2009.0, 418.2 N/m
strain MgO, FeO: 0.00410, -0.01971
stress MgO, FeO: 1.37, -4.12 GPa
force per width in each material: 8.24 N/m
energy per area: 1.225 eV/nm^2
same energy converted: 0.1962 J/m^2
share of energy in FeO: 0.828
common lattice parameter: 0.42172 nm
finite-misfit strain MgO, FeO: 0.00410, -0.01925
THREE MATERIALS, equal k, free strains 0, 0.01, 0.02
strains: 0.0100, 0.0000, -0.0100
BILAYER MgO/FeO, same amounts
thickness: 6/2 nm
couple per width to hold it flat: 33.0 nN
curvature on release: 0.00282 1/nm
radius on release: 355 nm
misfit left to share: 0.01254
mean strain MgO: 0.00216
mean strain FeO: -0.01038
FINITE ELEMENTS, plane section, free edges
strip length, element side: 80, 0.5 nm
plane modulus MgO, FeO: 269.9, 154.5 GPa
trilayer MgO strain, found: 0.003816
trilayer MgO strain, rule: 0.003816
bilayer curvature, found: 0.002704 1/nm
bilayer curvature, formula: 0.002712 1/nm
edge zone (FeO mean strain off by >5%): 5.5 nm
NEGLECTED EFFECTS (assumed round inputs)
surface stress per face: 1.0 N/m
strain shift from it, all layers: -0.00082
softening coefficient: 5
MgO strain with softening: 0.00450
expansion gap: 2e-06 1/K over 300 K
misfit change from it: 0.00060
FeO lattice parameter doubt: 0.002 nm
misfit change from it: 0.00476
dislocation: Burgers length 0.304 nm
shear modulus 76.2 GPa, Poisson ratio 0.25
pair energy gain per length: 11.1 eV/nm
pair energy cost per length: 20.8 eV/nm
gain/cost: 0.53
checks complete
```
